# Twist Angle at Which Graphene Leaves a Model Nickel Spin Gap

## 1. A point carried along an arc

Take a point at distance $K$ from the origin and turn it through a small angle $\theta$, in radians. It travels an arc of length $K\theta$. If it starts at the centre of a disc of radius $r$, with $r\ll K$, it reaches the edge when

$$K\theta\simeq r,\qquad \theta\simeq\frac rK .$$

For graphene, the point is a corner of the Brillouin zone, called a K point, where the conduction and valence bands meet. Its distance from the zone centre is $K=17.028\ \mathrm{nm^{-1}}$, as derived below. With $r=1\ \mathrm{nm^{-1}}$, which is $0.1$ inverse angstrom,

$$\theta\simeq\frac{1}{17.028}=0.0587\ \text{rad}=3.4^\circ .$$

The disc represents a gap in the majority-spin states of a nickel electrode. Graphene lies on the (111) face of the metal. At the Fermi level, the model nickel has no majority-spin states whose in-plane wavevector lies within $r$ of a corner of its surface Brillouin zone. It has minority-spin states there. Outside the discs, near their edges, both spins are taken to be available.

When the two lattices are aligned and equal, carriers at the graphene K point therefore find minority states in the metal but no majority states. This is spin filtering by momentum. A twist moves the K point towards the edge of the disc, and the estimate above is the angle at which it gets there. The radius $r$ is an input of the model, not a computed property of nickel, and $1\ \mathrm{nm^{-1}}$ is probably too small for that metal. Nickel has ten valence electrons per atom and a magnetic moment near 0.6 Bohr magnetons, so about 5.3 of these electrons have majority spin. Suppose five fill the d states and the other 0.3 are in a free-electron band. They fill a sphere of radius $k_F=(6\pi^2n)^{1/3}$, where $n$ is their number per volume. This is about $11.8\ \mathrm{nm^{-1}}$, while the nickel zone corner lies at $16.8\ \mathrm{nm^{-1}}$. The gap would then reach about $5\ \mathrm{nm^{-1}}$ from the corner in its narrowest directions. In this picture it runs along the zone edges to the neighbouring corners without a break, because spheres around neighbouring centres do not touch. It is not a disc: its edges belong to copies of the sphere centred on every reciprocal lattice point of the surface. In this crude picture the turning K point comes within $12.1\ \mathrm{nm^{-1}}$ of the nearest centre outside the first zone, at a twist of $30^\circ$, and so just fails to leave the gap at any twist. The sphere misses a known feature of nickel: its majority Fermi surface, like that of copper, has necks at the L points of the bulk zone. These project onto the midpoints of the surface zone edges, so the real gap closes around each corner. At $30^\circ$ the K point lies on the line from the neighbouring centre to such a midpoint and meets majority states, so real nickel has a threshold below $30^\circ$. A gap of several $\mathrm{nm^{-1}}$ still suggests that it lies far above $3.4^\circ$. The numbers below illustrate the method for a narrower gap.

## 2. Which momenta must match

A Bloch state of graphene with wavevector $\mathbf k$ is a sum of plane waves with wavevectors $\mathbf k+\mathbf G$, where $\mathbf G$ runs over the reciprocal lattice of graphene. A nickel surface state with wavevector $\mathbf k'$ similarly contains $\mathbf k'+\mathbf G'$. If the coupling depends on the relative position of points in the two layers, and the layers are large and clean, a plane wave in one couples to the same plane wave in the other:

$$\mathbf k+\mathbf G=\mathbf k'+\mathbf G'.$$

To test whether a component $\mathbf k+\mathbf G$ meets a majority state, we find its distance from the nearest nickel zone corner in the repeated-zone picture. A distance below $r$ means that it does not.

The components of shortest wavevector decay most slowly between the layers. At the K point these are three waves of length $K$, related by rotations of $120^\circ$. They all move by the same distance under a twist, so one of them suffices for the main threshold. Section 7 treats the longer ones.

## 3. Finding K from the bonds

Let $a$ be the graphene lattice constant. The three bonds from an atom to its neighbours have length $a/\sqrt3$:

$$\boldsymbol\delta_1=\frac a{\sqrt3}(0,1),\qquad
\boldsymbol\delta_{2,3}=\frac a{\sqrt3}\left(\pm\frac{\sqrt3}{2},-\frac12\right).$$

In the nearest-neighbour model with hopping energy $t$, the band energies measured from the crossing are $\pm t|f(\mathbf k)|$, where

$$f(\mathbf k)=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j}.$$

The bands meet where $f=0$. On the axis $\mathbf k=(q,0)$ the phases are $0$ and $\pm qa/2$, so

$$f(q,0)=1+e^{iqa/2}+e^{-iqa/2}=1+2\cos\frac{qa}{2}.$$

The first positive zero has $\cos(qa/2)=-1/2$, hence $qa/2=2\pi/3$ and

$$K=\frac{4\pi}{3a}.$$

For $a=0.246$ nm this gives $17.028\ \mathrm{nm^{-1}}$. Rotating the layer rotates every bond. Since $f$ depends on scalar products alone, its zeros rotate through the same angle.

## 4. The threshold and its first geometric correction

Let the nickel surface lattice first have the same constant $a$. At zero twist the corners coincide at $(K,0)$. After a twist $\theta$ the graphene corner has moved by

$$\Delta\mathbf K=K(\cos\theta-1,\ \sin\theta).$$

Use $\cos\theta-1=-2\sin^2(\theta/2)$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$:

$$\Delta\mathbf K=2K\sin\frac\theta2\left(-\sin\frac\theta2,\ \cos\frac\theta2\right).$$

The bracket is a unit vector, so for positive $\theta$ the distance moved is the chord

$$d=2K\sin\frac\theta2 .$$

Setting $d=r$ gives the threshold of the matched model,

$$\boxed{\theta_c=2\arcsin\frac{r}{2K}}$$

A twist of the opposite sign gives the same magnitude, since $d^2$ is even in $\theta$.

The unit vector also tells us which part of a non-circular gap matters. It is tilted from the tangent by $\theta/2$, which is $1.68^\circ$ at threshold. With matched lattices and a twist this small, the K point therefore leaves almost along the tangent, and the relevant $r$ is the gap radius in that direction. The nickel mismatch introduced in Section 5 changes this direction: seen from the centre of the disc, the K point then leaves about $10^\circ$ outward from the tangent.

To expand the threshold, put $\varepsilon=r/K$ and $x=\varepsilon/2$. We need $y=\arcsin x$ for small $x$. Since $\sin y=y-y^3/6+\dots$ is odd, try $y=x+cx^3+\dots$. Then

$$x=\sin y=x+cx^3-\frac{x^3}{6}+O(x^5).$$

The cubic terms must cancel, so $c=1/6$. Therefore

$$\theta_c=2\left(\frac\varepsilon2+\frac16\frac{\varepsilon^3}{8}\right)+O(\varepsilon^5)
=\varepsilon+\frac{\varepsilon^3}{24}+O(\varepsilon^5).$$

The correction is positive because a chord is shorter than its arc: the point must turn slightly further to be a distance $r$ away. Relative to the leading term it is $\varepsilon^2/24$. Here $\varepsilon=0.0587$, so this is $1.4\times10^{-4}$, or about $0.0005^\circ$. Both the leading estimate and the full formula round to $3.365^\circ$. A root search that located the zero of $f$ from rotated bonds, and measured its distance from the nickel corner, also gave $3.365^\circ$.

**How large may the gap be?** Neighbouring zone corners are $60^\circ$ apart on the circle of radius $K$. At a twist of $30^\circ$ the graphene corner is equally far from two nickel corners, at distance $2K\sin15^\circ=0.518K$. This is the greatest distance it reaches from the nearest corner. For $r>0.518K$ it never leaves the gap, and the threshold formula no longer applies. At this limit $\varepsilon=0.5176$ rad, or $29.7^\circ$, while the true angle is $30^\circ$. Adding $\varepsilon^3/24=0.0058$ rad brings the estimate to $29.99^\circ$. The expansion is thus accurate over the whole range in which a threshold exists; what limits the estimate for nickel is the physics left out so far.

## 5. Unequal lattices

On the (111) face of a face-centred cubic crystal, neighbouring atoms are half a face diagonal apart. With a rough cubic constant of $0.352$ nm, the surface constant is

$$a_n=\frac{0.352}{\sqrt2}=0.2489\ \text{nm}.$$

The nickel corners are therefore at $K_n=4\pi/(3a_n)=16.829\ \mathrm{nm^{-1}}$. Define the offset

$$\delta=K-K_n=0.199\ \mathrm{nm^{-1}}.$$

The K point now starts away from the centre of the disc. The cosine rule gives its distance after a twist:

$$d^2=K^2+K_n^2-2KK_n\cos\theta .$$

Insert $\cos\theta=1-2\sin^2(\theta/2)$ and collect the square:

$$d^2=(K-K_n)^2+4KK_n\sin^2\frac\theta2
=\delta^2+4KK_n\sin^2\frac\theta2 .$$

At the edge $d=r$, so

$$\theta_m=2\arcsin\frac{\sqrt{r^2-\delta^2}}{2\sqrt{KK_n}} .$$

For small angles and small mismatch, with $K_n=K-\delta$,

$$\theta_m\simeq\frac rK\left(1-\frac{\delta^2}{r^2}\right)^{1/2}
\left(1-\frac\delta K\right)^{-1/2}
\simeq\frac rK\left(1-\frac{\delta^2}{2r^2}+\frac{\delta}{2K}\right).$$

The second term is negative because part of the allowed distance is used up before any twist. The third is positive because $KK_n$ is smaller than $K^2$: with the nickel corner on a smaller circle, a given twist adds less to $d^2$. Their values are

$$\frac{\delta^2}{2r^2}=\frac{0.199^2}{2}=0.0198,\qquad
\frac{\delta}{2K}=\frac{0.199}{2(17.028)}=0.0058 .$$

The net change is $-1.4\%$ of the matched threshold, giving $3.365^\circ(1-0.0140)=3.318^\circ$. The full formula and the root search with unequal lattices agree with this value. Mismatch is thus about a hundred times more important than the difference between arc and chord.

**The limit of large mismatch.** The expansion requires $|\delta|\ll r$. As $|\delta|$ approaches $r$, the square root takes the threshold to zero. For $|\delta|>r$ the K point is outside this disc even when the lattices are aligned. Filtering through this pair of corners therefore needs a close lattice match, with a tolerance set by $r$. Other pairs can match at other ratios: if the metal's surface constant were $2a$, the graphene K point would fall on the metal's corner at distance $2K_n$.

**Random orientations.** The nickel corners repeat every $60^\circ$. In each such interval the K point is inside a disc for twists within $\theta_m$ on either side of alignment. If all orientations are equally likely, the fraction with K inside is

$$F=\frac{2\theta_m}{60^\circ}=\frac{2(3.318)}{60}=11.1\% .$$

A sweep through $60^\circ$ in steps of $0.05^\circ$, using the nearest of all nickel corners, gave $11.0\%$. One step is $0.08\%$ of the interval, which accounts for a difference of this size.

## 6. Carriers occupy a pocket, not a point

Current is carried by states at some energy $E$ from the band crossing. To find where they lie, write $\mathbf k=(K,0)+\mathbf q$ and expand $f$. At the corner the three bond phase factors are $1$, $\omega$ and $\omega^*$, with $\omega=e^{2\pi i/3}$. Their sum vanishes. The first-order term is

$$f\simeq\frac{ia}{\sqrt3}\left[q_y+\omega\left(\frac{\sqrt3}{2}q_x-\frac{q_y}{2}\right)
+\omega^*\left(-\frac{\sqrt3}{2}q_x-\frac{q_y}{2}\right)\right].$$

Since $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$,

$$f\simeq\frac{ia}{\sqrt3}\left(\frac32q_y+\frac{3i}{2}q_x\right)
=\frac{\sqrt3a}{2}(-q_x+iq_y).$$

Thus $|f|=\sqrt3a|\mathbf q|/2$, and the energy is a cone:

$$E=\hbar v|\mathbf q|,\qquad \hbar v=\frac{\sqrt3}{2}at .$$

With the rough value $t=2.7$ eV, $\hbar v=0.575$ eV nm. For $E=0.1$ eV the carriers lie on a circle of radius

$$p=\frac{E}{\hbar v}=\frac{0.1}{0.575}=0.174\ \mathrm{nm^{-1}} .$$

If the centre of this circle is at distance $d$ from the nickel corner, its farthest point is at $d+p$ and, for $d>p$, its nearest is at $d-p$. Majority states first become accessible when $d+p=r$. The whole circle is outside the gap when $d-p=r$. We therefore replace $r$ in $\theta_m$ by $r-p$ and $r+p$ respectively.

For the first contact,

$$\theta_-=2\arcsin\frac{\sqrt{0.826^2-0.199^2}}{2\sqrt{17.028\times16.829}}
=2\arcsin\frac{0.802}{33.86}=2.71^\circ .$$

For the last,

$$\theta_+=2\arcsin\frac{\sqrt{1.174^2-0.199^2}}{33.86}
=2\arcsin\frac{1.157}{33.86}=3.92^\circ .$$

Tracing the energy contour on the full band $t|f|$, rather than on the cone, gave $2.72^\circ$ and $3.92^\circ$. The cone is adequate here.

To leading order each shift is $\mp p/K$ in angle, or $\mp p/r=\mp17\%$ relative to the matched threshold. This is the largest correction so far, and it is linear in the carrier energy. For each dominant wave, the angle $3.4^\circ$ is consequently near the middle of a transition about $1.2^\circ$ wide. When the K point itself is on the edge, slightly more than half of the circle is already outside, because the disc curves away from the straight line tangent to it at that point.

This follows one of the three dominant waves. By symmetry $\theta_-$ and $\theta_+$ are the same for the other two. A given carrier has the same $\mathbf q$ in all three waves, but their displacements from the nickel corners point $120^\circ$ apart, so its waves leave the discs at different twists. It has a majority channel as soon as one of them is outside. When the K point is on the edge, any $\mathbf q$ lies within $60^\circ$ of one of the three displacements and so carries that wave outwards. Every carrier on the circle then already has a majority channel, though not through all of its waves. With the nickel mismatch and carriers at 0.1 eV, this is already so from a twist of about $3.0^\circ$. The channel can be faint at first: contributions from the two atoms of the graphene cell interfere, which makes the three waves unequal, and at this onset the waves outside the discs hold, for the least favoured carriers, about a tenth of the intensity of the three for electrons 0.1 eV above the crossing and under 2 per cent for holes 0.1 eV below it.

## 7. The longer plane waves

The same Bloch state contains waves with wavevectors $\mathbf K+\mathbf G$. In units of $K$, two basic reciprocal vectors of graphene are $(3/2,-\sqrt3/2)$ and $(0,\sqrt3)$. For integers $n_1,n_2$,

$$\frac{\mathbf K+\mathbf G}{K}=\left(1+\frac{3n_1}{2},\ \sqrt3\left(n_2-\frac{n_1}{2}\right)\right).$$

Squaring and adding the components gives

$$\frac{|\mathbf K+\mathbf G|^2}{K^2}=1+3n_1+3n_1^2+3n_2^2-3n_1n_2 .$$

The smallest values are $1$, $4$ and $7$, so the lengths are $K$, $2K$ and $\sqrt7K$. For example, $n_1=-2$, $n_2=-1$ gives the vector $(-2,0)$.

Under a twist, a wave of length $2K$ moves twice as far as one of length $K$. Its nickel partner is the corner at distance $2K_n$, so the initial offset is also doubled. Replacing $K$, $K_n$ and $\delta$ by their doubles,

$$\theta_2=2\arcsin\frac{\sqrt{r^2-4\delta^2}}{4\sqrt{KK_n}} .$$

This is $1.55^\circ$ for the nickel mismatch and $1.68^\circ$ for matched lattices. A majority channel therefore opens well before $3.4^\circ$. Still longer waves leave the discs earlier, and with the nickel mismatch some very long ones are outside even at zero twist, but they decay faster between the layers. The main threshold remains useful because this channel is weak.

To size it, treat the space between the layers as a barrier of height $\phi$ above the Fermi energy. A wave $e^{i\mathbf q\cdot\mathbf r}\psi(z)$, with $\mathbf q$ now its full in-plane wavevector, obeys

$$-\frac{\hbar^2}{2m}\left(\frac{d^2\psi}{dz^2}-q^2\psi\right)+\phi\psi=0 .$$

Rearranging gives $\psi''=\kappa^2\psi$ with

$$\kappa^2=\frac{2m\phi}{\hbar^2}+q^2 .$$

The decaying solution is $e^{-\kappa z}$. In-plane motion makes the decay faster. For equal amplitudes at the graphene plane, the intensity of a $2K$ wave relative to a $K$ wave after a spacing $s$ is

$$\frac{I_2}{I_1}=e^{-2(\kappa_2-\kappa_1)s}.$$

With rough values $\phi=4.5$ eV and $s=0.21$ nm, the decay constants are $\kappa_1=20.20$ and $\kappa_2=35.75\ \mathrm{nm^{-1}}$. Then

$$\frac{I_2}{I_1}=e^{-2(15.55)(0.21)}=e^{-6.53}\simeq1.5\times10^{-3}.$$

A finite-difference solution of the two-dimensional barrier equation gave $1.47\times10^{-3}$, against $1.46\times10^{-3}$ from the formula. This confirms the decay law, not the choice of barrier. At such a short distance the electron densities of the layers overlap, so the result is an order of magnitude. It is a ratio of wave intensities and not a prediction of the spin polarization, which also depends on the nickel states.

## 8. Finite grains, temperature and the size of the gap

A momentum uncertainty $\Delta k$ along the tangent corresponds to an angle $\Delta\theta\simeq\Delta k/K$. This converts the remaining effects to a common scale.

**Grain size.** Model the grain as $N$ equally spaced rows, taken a distance $a$ apart for simplicity; only the total width will matter. The matching condition then comes from a sum of phases. The geometric series gives

$$\left|\sum_{j=0}^{N-1}e^{i\Delta k\,ja}\right|
=\left|\frac{\sin(N\Delta k\,a/2)}{\sin(\Delta k\,a/2)}\right| .$$

The first zero is at $N\Delta k\,a/2=\pi$, or $\Delta k=2\pi/L$ for a width $L=Na$. A grain 50 nm wide has $\Delta k=0.126\ \mathrm{nm^{-1}}$, equivalent to $0.42^\circ$. The blur is inversely proportional to the width.

**Temperature.** At 300 K the thermal energy is $0.0259$ eV. On the cone this corresponds to a change in pocket radius of

$$\frac{k_BT}{\hbar v}=\frac{0.0259}{0.575}=0.045\ \mathrm{nm^{-1}},$$

equivalent to $0.15^\circ$. The energies that carry current, weighted by the slope of the Fermi function, have a full width at half maximum of about $3.5k_BT$, so the full width of the thermal blur is about $0.5^\circ$.

**Gap radius.** Since $\theta_c\simeq r/K$, a relative error in $r$ passes directly to the angle. With matched lattices and $a$ held fixed, changing $r$ by $-10\%$ or $+10\%$ gives $3.03^\circ$ or $3.70^\circ$.

## 9. Reading the estimate for a real contact

The lattice constants, hopping energy and barrier used here are rough typical values for graphene and nickel. The spacing of 0.21 nm is typical of graphene bonded closely to nickel; a weakly bound layer sits farther away, which would reduce the relative weight of the $2K$ waves. The gap radius, carrier energy and grain width are illustrative. In a real contact, the assumption that graphene keeps its own Dirac cone can fail badly. Aligned graphene bonds strongly to nickel, and its states near K are mixed with those of the metal. The geometry above does not determine how far this moves the onset of majority current. It applies better to a layer whose coupling to the metal is weak. Disorder that scatters carriers between momenta also opens the majority channel at any twist, by an amount not estimated here. Within the clean model, the known shifts are a reduction of $0.05^\circ$ from mismatch and about $0.6^\circ$ to either side, for each dominant wave, from the pocket at 0.1 eV.

These numbers give a conditional rule for alignment. For weak coupling, a gap radius of $1\ \mathrm{nm^{-1}}$ and carriers at 0.1 eV, keeping the dominant waves of the whole pocket inside the gap requires a twist below $2.7^\circ$, before allowance for grain and thermal blur. This is not a tolerance for real nickel, whose gap is probably wider, as estimated in Section 1. The value $3.4^\circ$ answers the narrower question of when the K point itself crosses the edge. The numerical output below lists the values for both.

## Table of computed values

```
INPUTS (material values rough)
gap radius                     1.000 1/nm
gap radius, converted          0.100 1/angstrom
graphene lattice constant      0.246 nm
nickel cubic constant          0.352 nm
hopping energy                 2.70 eV
carrier energy                 0.10 eV
graphene-nickel spacing        0.21 nm
barrier height                 4.50 eV
grain width                    50 nm
temperature                    300 K
IDEAL MODEL
graphene K distance            17.028 1/nm
ratio r/(2K)                   0.02936
threshold angle, formula       3.365 deg
threshold angle, root search   3.365 deg
threshold angle, converted     0.05874 rad
small-angle estimate           3.365 deg
shift tilt from tangent        1.683 deg
LATTICE MISMATCH
nickel surface constant        0.2489 nm
nickel corner distance         16.829 1/nm
corner offset at zero twist    0.199 1/nm
threshold with mismatch        3.318 deg
orientation fraction, formula  11.1 percent
orientation fraction, sweep    11.0 percent
FINITE POCKET, WITH MISMATCH
hbar times Dirac speed         0.5752 eV nm
pocket radius                  0.174 1/nm
pocket touches edge, formula   2.71 deg
pocket touches edge, full band 2.72 deg
pocket fully out, formula      3.92 deg
pocket fully out, full band    3.92 deg
HIGHER COMPONENTS
shell lengths over K           1.000 2.000 2.646
2K threshold, matched          1.682 deg
2K threshold, mismatch         1.553 deg
decay constant at K            20.20 1/nm
decay constant at 2K           35.75 1/nm
2K/K intensity, formula        1.46e-03
2K/K intensity, grid           1.47e-03
OTHER NEGLECTED EFFECTS
grain momentum blur            0.126 1/nm
grain blur as an angle         0.42 deg
thermal energy                 0.0259 eV
thermal momentum blur          0.045 1/nm
thermal blur as an angle       0.15 deg
threshold, radius 10% smaller  3.03 deg
threshold, radius 10% larger   3.70 deg
```
